# The mean of $1/r^2$ in hydrogenic atoms from a continuous $l$: a numerical check

```python
# Result under test (Hartree atomic units, point nucleus of charge Z):
#   <r^-2> = Z^2 / (n^3 (l+1/2)),
# from Hellmann-Feynman  dE/dlam at fixed nr = (lam+1/2) <r^-2>  for
#   H = -(1/2) d2/dr2 + lam(lam+1)/(2 r^2) - Z/r,  u ~ r^(lam+1),  lam > -1/2,
#   E = -Z^2/(2 nu^2),  nu = nr + lam + 1,  nr = number of radial nodes.
# W = u w' - w u' with w = du/dlam is the surface (Wronskian) term.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre
from scipy.constants import physical_constants
from sympy.physics.hydrogen import R_nl


def energy_formula(Z, nr, lam):
    return -Z**2 / (2.0 * (nr + lam + 1)**2)


def r2_formula(Z, nr, lam):
    return Z**2 / ((nr + lam + 1)**3 * (lam + 0.5))


# ---- symbolic: the terminated series solves the radial equation for symbolic lam
r, lam_s, Z_s = sp.symbols('r lam Z', positive=True)
for nodes in range(4):
    kappa = Z_s / (nodes + lam_s + 1)
    coeff, F = sp.Integer(1), sp.Integer(1)
    for j in range(nodes):
        coeff = coeff * 2 * (kappa * (j + lam_s + 1) - Z_s) / ((j + 1) * (j + 2 * lam_s + 2))
        F += coeff * r**(j + 1)
    q = sp.diff((lam_s + 1) * sp.log(r) - kappa * r, r)   # log-derivative of prefactor
    second = sp.diff(F, r, 2) + 2 * q * sp.diff(F, r) + (sp.diff(q, r) + q**2) * F
    residual = -second / 2 + (lam_s * (lam_s + 1) / (2 * r**2) - Z_s / r + kappa**2 / 2) * F
    assert sp.cancel(sp.together(residual)) == 0

# ---- exact integrals of library radial functions
exact = {}
for nn in range(1, 5):
    for ll in range(nn):
        poly = sp.powsimp(sp.expand(R_nl(nn, ll, r, 3) * sp.exp(3 * r / nn)))
        terms = sp.Poly(sp.expand(poly**2), r).terms()
        beta = sp.Rational(6, nn)
        norm_exact = sum(c * sp.factorial(m[0] + 2) / beta**(m[0] + 3) for m, c in terms)
        mean_exact = sum(c * sp.factorial(m[0]) / beta**(m[0] + 1) for m, c in terms)
        assert sp.simplify(norm_exact - 1) == 0
        assert sp.simplify(mean_exact - 9 / (nn**3 * (ll + sp.Rational(1, 2)))) == 0
        exact[(nn, ll)] = mean_exact

# ---- sinc grid in x = ln r with u = sqrt(r) phi; phi = 0 far left selects r^(lam+1)
step = 0.1
x = np.arange(-45.0, 5.8, step)
rg = np.exp(x)
size = len(x)
offset = np.subtract.outer(np.arange(size), np.arange(size))
safe = np.where(offset == 0, 1, offset).astype(float)
kinetic = np.where(offset == 0, np.pi**2 / 6, (1.0 - 2.0 * (np.abs(offset) % 2)) / safe**2) / step**2
LEVELS = 4


def grid_solve(Z, lam, mass=1.0):
    A = (kinetic + np.eye(size) * (lam + 0.5)**2 / 2) / mass - np.diag(Z * rg)
    B = np.diag(rg**2)
    _, vec = eigh(B, A + mass * Z**2 * B, subset_by_index=[size - LEVELS, size - 1])
    vec = vec[:, ::-1]
    norm = (vec**2 * rg[:, None]**2).sum(0)
    energies = (vec * (A @ vec)).sum(0) / norm
    inv_r2 = (vec**2).sum(0) / norm
    inv_r = (vec**2 * rg[:, None]).sum(0) / norm
    counts = []
    for col in vec.T:
        big = col[np.abs(col) > 1e-6 * np.abs(col).max()]
        counts.append(int(np.sum(big[1:] * big[:-1] < 0)))
    return energies, inv_r2, inv_r, counts


levels = np.arange(LEVELS)
worst_E = worst_r2 = worst_hf = 0.0
for Zt in (1, 3):
    for lam in (-0.2, 0.0, 0.37, 1.0, 1.5, 2.0, 2.6, 3.0):
        E, m2, m1, counts = grid_solve(Zt, lam)
        assert counts == list(levels)
        worst_E = max(worst_E, np.abs(E / energy_formula(Zt, levels, lam) - 1).max())
        worst_r2 = max(worst_r2, np.abs(m2 / r2_formula(Zt, levels, lam) - 1).max())
        assert np.allclose(m1, Zt / (levels + lam + 1)**2, rtol=1e-7, atol=0)
        assert np.all(m2 > m1**2)
d = 1e-3
for Zt, lam in ((1, 0.0), (3, 0.0), (3, 1.0), (1, 2.0), (3, 0.37)):
    Es = {s: grid_solve(Zt, lam + s * d)[0] for s in (-2, -1, 1, 2)}
    slope = (8 * (Es[1] - Es[-1]) - (Es[2] - Es[-2])) / (12 * d)
    m2 = grid_solve(Zt, lam)[1]
    worst_hf = max(worst_hf, np.abs(slope / ((lam + 0.5) * m2) - 1).max())
assert worst_E < 1e-8 and worst_r2 < 1e-7 and worst_hf < 1e-6
assert np.allclose(grid_solve(2, 1.0, mass=0.5)[1], r2_formula(0.5 * 2, levels, 1.0),
                   rtol=1e-7, atol=0)


# ---- two-state identity by quadrature
def phi_closed(Z, nr, lam):
    k = Z / (nr + lam + 1)
    f = rg**(lam + 0.5) * np.exp(-k * rg) * eval_genlaguerre(nr, 2 * lam + 1, 2 * k * rg)
    return f / np.sqrt(step * np.sum(f**2 * rg**2))


def pair(Z, na, la, nb, lb):
    prod = phi_closed(Z, na, la) * phi_closed(Z, nb, lb)
    return step * np.sum(prod * rg**2), step * np.sum(prod)


for na, la, nb, lb in ((2, 1, 2, 1.3), (2, 1, 1, 1.1), (0, 0, 0, -0.2), (1, 0, 3, 0.4)):
    S, M = pair(3, na, la, nb, lb)
    left = (energy_formula(3, nb, lb) - energy_formula(3, na, la)) * S
    right = 0.5 * (lb * (lb + 1) - la * (la + 1)) * M
    assert abs(right) > 1e-4 and abs(left / right - 1) < 1e-9

Z, n, l = 3, 4, 1
nr = n - l - 1
shifts = (0.1, 0.01, 0.001)
same = [pair(Z, nr, l, nr, l + s) for s in shifts]
other = [pair(Z, nr, l, nr - 1, l + s) for s in shifts]
assert 1 - same[2][0] < 1e-4 and 90 < (1 - same[1][0]) / (1 - same[2][0]) < 110
assert all(abs(o[0]) < 3 * s for o, s in zip(other, shifts))
off_diag = pair(Z, nr, l, nr - 1, l + 1)[1]
for l2 in (0, 2, 3):
    assert abs(pair(Z, nr, l, n - l2 - 1, l2)[1]) < 1e-12

# ---- surface terms from the regular solution r^(lam+1) e^(-kr) 1F1(a; 2lam+2; 2kr)
mp.mp.dps = 30
dl = mp.mpf('1e-10')


def regular(rr, lam, a):
    k = Z / (lam + 1 - a)
    return rr**(lam + 1) * mp.exp(-k * rr) * mp.hyp1f1(a, 2 * lam + 2, 2 * k * rr)


def wronskian(rr, lam, a_of):
    u = lambda t: regular(t, lam, a_of(lam))
    w = lambda t: (regular(t, lam + dl, a_of(lam + dl))
                   - regular(t, lam - dl, a_of(lam - dl))) / (2 * dl)
    return u(rr) * mp.diff(w, rr) - w(rr) * mp.diff(u, rr)


fixed_nodes = lambda lam: -nr
fixed_n = lambda lam: lam + 1 - n
eps = mp.mpf('1e-8')
origin = []
for lam in (mp.mpf('-0.3'), mp.mpf(0), mp.mpf(1)):
    origin.append(wronskian(eps, lam, fixed_nodes) / eps**(2 * lam + 1))
    assert abs(origin[-1] - 1) < 1e-6
lm = mp.mpf(l)
u0 = lambda t: regular(t, lm, -nr)
norm0 = mp.quad(lambda t: u0(t)**2, [0, 2, 5, 10, 20, 40, 80])
cut = mp.mpf(2)
inner_r2 = mp.quad(lambda t: u0(t)**2 / t**2, [0, 1, cut])
inner_1 = mp.quad(lambda t: u0(t)**2, [0, 1, cut])
half_w = wronskian(cut, lm, fixed_nodes) / 2
assert abs(((lm + 0.5) * inner_r2 - mp.mpf(Z)**2 / n**3 * inner_1) / half_w - 1) < 1e-10
assert abs((lm + 0.5) * inner_r2 / (wronskian(cut, lm, fixed_n) / 2) - 1) < 1e-10
far = mp.mpf(40)
surf_nodes = wronskian(far, lm, fixed_nodes) / (2 * norm0)
surf_n = wronskian(far, lm, fixed_n) / (2 * norm0)
assert abs(surf_nodes) < 1e-12 and abs(surf_n / (mp.mpf(Z)**2 / n**3) - 1) < 1e-10
lam_off = mp.mpf('1.1')
growth = abs(regular(far, lam_off, fixed_n(lam_off)) / regular(far / 2, lam_off, fixed_n(lam_off)))
gap = np.abs(grid_solve(Z, 1.1)[0] + Z**2 / (2 * n**2)).min()
assert growth > 1e4 and gap > 0.01

# ---- worked example
h = 0.01
E0, m2, m1, counts = grid_solve(Z, l)
Em, Ep = grid_solve(Z, l - h)[0][nr], grid_solve(Z, l + h)[0][nr]
slope = (Ep - Em) / (2 * h)
result = r2_formula(Z, nr, l)
assert abs(slope / (l + 0.5) / result - 1) < 5e-5   # central-difference error 2 h^2/n^2
bohr_nm = physical_constants['Bohr radius'][0] * 1e9

print(f"grid: x=ln(r/bohr) from {x[0]:.1f} to {x[-1]:.1f}, step {step}, {size} points")
print(f"largest relative error, grid E vs formula: {worst_E:.1e}")
print(f"largest relative error, grid <r^-2> vs formula: {worst_r2:.1e}")
print(f"largest relative error, grid slope vs (lam+1/2)<r^-2>: {worst_hf:.1e}")
print(f"example: Z = {Z}, n = {n}, l = {l}, nr = {nr}, nodes on grid = {counts[nr]}")
print(f"E(lam={l - h:.2f}) grid = {Em:.9f} hartree")
print(f"E(lam={l:.2f}) grid = {E0[nr]:.9f} hartree")
print(f"E(lam={l + h:.2f}) grid = {Ep:.9f} hartree")
print(f"central slope dE/dlam = {slope:.7f} hartree")
print(f"Z^2/n^3 = {Z**2 / n**3:.7f} hartree")
print(f"<r^-2> slope/(l+1/2) = {slope / (l + 0.5):.7f} bohr^-2")
print(f"<r^-2> grid eigenvector = {m2[nr]:.7f} bohr^-2")
print(f"<r^-2> exact integral = {exact[(n, l)]} bohr^-2")
print(f"<r^-2> formula = {result:.7f} bohr^-2 = {result / bohr_nm**2:.4f} nm^-2")
print(f"Bohr radius = {bohr_nm:.7f} nm")
print(f"centrifugal energy l(l+1)<r^-2>/2 = {l * (l + 1) / 2 * m2[nr]:.7f} hartree")
print(f"<1/r> = {m1[nr]:.7f} bohr^-1, <1/r>^2 = {m1[nr]**2:.7f} bohr^-2")
print(f"<r^-2>/<1/r>^2 = {m2[nr] / m1[nr]**2:.6f} (dimensionless)")
for s, a, b in zip(shifts, same, other):
    print(f"dlam={s}: same nr overlap {a[0]:.8f}, <a|r^-2|b> {a[1]:.7f} bohr^-2")
    print(f"dlam={s}: overlap with nr={nr - 1} state {b[0]:.6f}")
print(f"<n=4,l=1|r^-2|n=4,l=2> = {off_diag:.1e} bohr^-2")
print("W(eps)/eps^(2lam+1), eps=1e-8 bohr, lam=-0.3,0,1: "
      + ", ".join(f"{float(o):.7f}" for o in origin))
print(f"W(R)/2 at R=2 bohr, fixed nr = {float(half_w / norm0):.7f} hartree")
print(f"W(R)/2 at R=40 bohr, fixed nr = {float(surf_nodes):.1e} hartree")
print(f"W(R)/2 at R=40 bohr, fixed n = {float(surf_n):.7f} hartree")
print(f"lam=1.1, nu=4: |u(40 bohr)/u(20 bohr)| = {float(growth):.2e}")
print(f"lam=1.1: nearest level lies {gap:.6f} hartree from -Z^2/(2n^2)")
for ll in range(n):
    value = grid_solve(Z, ll)[1][n - ll - 1]
    print(f"n=4, l={ll}: <r^-2> grid {value:.7f}, exact {exact[(n, ll)]} bohr^-2")
print("tests ok")
```

It prints:

```
grid: x=ln(r/bohr) from -45.0 to 5.7, step 0.1, 508 points
largest relative error, grid E vs formula: 9.9e-12
largest relative error, grid <r^-2> vs formula: 3.5e-10
largest relative error, grid slope vs (lam+1/2)<r^-2>: 4.6e-11
example: Z = 3, n = 4, l = 1, nr = 2, nodes on grid = 2
E(lam=0.99) grid = -0.282661541 hartree
E(lam=1.00) grid = -0.281250000 hartree
E(lam=1.01) grid = -0.279849006 hartree
central slope dE/dlam = 0.1406268 hartree
Z^2/n^3 = 0.1406250 hartree
<r^-2> slope/(l+1/2) = 0.0937512 bohr^-2
<r^-2> grid eigenvector = 0.0937500 bohr^-2
<r^-2> exact integral = 3/32 bohr^-2
<r^-2> formula = 0.0937500 bohr^-2 = 33.4787 nm^-2
Bohr radius = 0.0529177 nm
centrifugal energy l(l+1)<r^-2>/2 = 0.0937500 hartree
<1/r> = 0.1875000 bohr^-1, <1/r>^2 = 0.0351562 bohr^-2
<r^-2>/<1/r>^2 = 2.666667 (dimensionless)
dlam=0.1: same nr overlap 0.98912271, <a|r^-2|b> 0.0864825 bohr^-2
dlam=0.1: overlap with nr=1 state -0.088186
dlam=0.01: same nr overlap 0.99988981, <a|r^-2|b> 0.0930791 bohr^-2
dlam=0.01: overlap with nr=1 state -0.008402
dlam=0.001: same nr overlap 0.99999890, <a|r^-2|b> 0.0936835 bohr^-2
dlam=0.001: overlap with nr=1 state -0.000836
<n=4,l=1|r^-2|n=4,l=2> = -1.5e-18 bohr^-2
W(eps)/eps^(2lam+1), eps=1e-8 bohr, lam=-0.3,0,1: 1.0000000, 1.0000000, 1.0000000
W(R)/2 at R=2 bohr, fixed nr = 0.0967821 hartree
W(R)/2 at R=40 bohr, fixed nr = 8.7e-17 hartree
W(R)/2 at R=40 bohr, fixed n = 0.1406250 hartree
lam=1.1, nu=4: |u(40 bohr)/u(20 bohr)| = 1.35e+05
lam=1.1: nearest level lies 0.013552 hartree from -Z^2/(2n^2)
n=4, l=0: <r^-2> grid 0.2812500, exact 9/32 bohr^-2
n=4, l=1: <r^-2> grid 0.0937500, exact 3/32 bohr^-2
n=4, l=2: <r^-2> grid 0.0562500, exact 9/160 bohr^-2
n=4, l=3: <r^-2> grid 0.0401786, exact 9/224 bohr^-2
tests ok
```
